# Self-consistency errors in total energies built from eigenvalue sums

An atomic or molecular Kohn–Sham calculation solves one-electron equations in an input potential and obtains a new density from the orbitals. Before convergence the input and output densities differ. This problem asks how the total energy depends on which of them is used where.

**Setting.** Hartree atomic units are used. There are $N$ electrons and fixed occupations $f_i$. A total potential $v(\mathbf r)$, including the external potential $v_{\rm ext}$, defines

$$\left(-\tfrac12\nabla^2+v\right)\phi_i=\varepsilon_i\phi_i,\qquad n_{\rm out}[v]=\sum_i f_i|\phi_i|^2,\qquad B[v]=\sum_i f_i\varepsilon_i .$$

Let $E_{\rm Hx}[n]=E_{\rm H}[n]+E_{\rm x}[n]$ be the Hartree plus exchange energy; a correlation functional may be included in it without changing the general argument. Its first derivative is the potential $v_{\rm Hx}[n]$, and its second derivative at the self-consistent density is the symmetric kernel $K(\mathbf r,\mathbf r')$. I write

$$\langle a,b\rangle=\int a(\mathbf r)b(\mathbf r)\,d^3r,\qquad (Ka)(\mathbf r)=\int K(\mathbf r,\mathbf r')a(\mathbf r')\,d^3r' .$$

The self-consistent pair satisfies $v_0=v_{\rm ext}+v_{\rm Hx}[n_0]$ and $n_0=n_{\rm out}[v_0]$. All densities integrate to $N$. The functionals are assumed smooth near this pair, and orbitals with different occupations that a perturbation can mix are assumed to have different energies. "First order" and "second order" refer to powers of the deviation from the self-consistent pair.

## (a) What must be subtracted from the eigenvalue sum?

Express $B[v]$ through the kinetic energy, and find a functional $D[n]$ such that $B[v_0]+D[n_0]$ is the self-consistent total energy $E_0$.

**Solution.** Multiply each orbital equation by $\phi_i^*$, integrate, and sum with weights $f_i$. With $T[v]=\sum_i f_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle$,

$$B[v]=T[v]+\langle v,n_{\rm out}[v]\rangle. \tag{1}$$

At self-consistency this reads

$$B[v_0]=T[v_0]+\langle v_{\rm ext},n_0\rangle+\langle v_{\rm Hx}[n_0],n_0\rangle,$$

whereas the total energy is

$$E_0=T[v_0]+\langle v_{\rm ext},n_0\rangle+E_{\rm Hx}[n_0].$$

Subtracting the first line from the second gives $E_0-B[v_0]=D[n_0]$ with

$$D[n]=E_{\rm Hx}[n]-\langle v_{\rm Hx}[n],n\rangle. \tag{2}$$

This is the double-counting term. For the Hartree part, $\langle v_{\rm H},n\rangle=2E_{\rm H}$, because each electron's eigenvalue contains its repulsion with the whole density and the sum counts each pair twice. For local Dirac exchange,

$$E_{\rm x}=-\tfrac34\left(\tfrac3\pi\right)^{1/3}\!\int n^{4/3}d^3r,\qquad v_{\rm x}=-\left(\tfrac{3n}{\pi}\right)^{1/3},$$

so $\langle v_{\rm x},n\rangle=\tfrac43E_{\rm x}$. Hence, in this model,

$$D[n]=-E_{\rm H}[n]-\tfrac13E_{\rm x}[n]. \tag{3}$$

Nuclear repulsion, if present, is a constant and does not affect the error analysis.

## (b) How does the eigenvalue sum respond to an error in the potential?

Expand $B[v_0+\delta v]$ to second order.

**Solution.** First-order perturbation theory gives $\delta\varepsilon_i=\langle\phi_i|\delta v|\phi_i\rangle$ for each nondegenerate state. Within a degenerate group that $\delta v$ mixes, the shifts are instead the eigenvalues of the matrix $\langle\phi_i|\delta v|\phi_j\rangle$; their sum is its trace, and the occupations in such a group are equal by assumption, so the weighted sum is the same as if the diagonal elements were used. Summing with the occupations,

$$\delta B=\langle n_{\rm out}[v],\delta v\rangle. \tag{4}$$

The orbitals also change, but normalized eigenfunctions make their energy expectation value stationary, so that change does not enter at this order.

Now follow the path $v_0+t\,\delta v$ from $t=0$ to $t=1$. Let $\chi$ be the response of the output density to the total potential, $\delta n_{\rm out}=\chi\,\delta v$ to first order. Equation (4) along the path gives

$$\frac{dB}{dt}=\langle n_{\rm out}[v_0+t\,\delta v],\delta v\rangle
=\langle n_0,\delta v\rangle+t\langle\delta v,\chi\delta v\rangle+O(\delta v^3).$$

Integrating over $t$ produces the factor one half:

$$B[v_0+\delta v]=B[v_0]+\langle n_0,\delta v\rangle+\tfrac12\langle\delta v,\chi\delta v\rangle+O(\delta v^3). \tag{5}$$

The kernel $\chi$ is the second derivative of $B$, so it is symmetric. If the gap between states of different occupation closes, $\chi$ can become large. If occupations are reassigned during the iterations, the smooth expansion no longer applies.

## (c) Do the two first-order terms cancel?

Evaluate $B[v]+D[n]$ for $v=v_0+\delta v$ and $n=n_0+\delta n$, where the two deviations need not be related.

**Solution.** Vary equation (2). The variation of $E_{\rm Hx}$ is $\langle v_{\rm Hx},\delta n\rangle$. The product $\langle v_{\rm Hx},n\rangle$ contributes two terms, one from the density and one from the potential, whose change is $K\delta n$:

$$\delta D=\langle v_{\rm Hx},\delta n\rangle-\langle v_{\rm Hx},\delta n\rangle-\langle n_0,K\delta n\rangle
=-\langle n_0,K\delta n\rangle. \tag{6}$$

Adding the linear term of (5),

$$B[v]+D[n]-E_0=\langle n_0,\delta v-K\delta n\rangle+\text{second order}. \tag{7}$$

The two terms cancel when $\delta v=K\delta n$ to first order, which says that $n$ is the density that generated $v$. Without that relation, cancellation requires the integral in (7) to vanish for some other reason.

This matters when potentials are mixed separately from densities. If $v$ is a linear mixture of potentials $v[n_k]$ with coefficients $c_k$ summing to one, the density $\sum_kc_kn_k$ satisfies the relation to first order. The density from one of the iterations generally does not.

## (d) What happens if the double counting uses the output density?

Take $v_{\rm in}=v_{\rm ext}+v_{\rm Hx}[n_{\rm in}]$ and define the residual $R=n_{\rm out}-n_{\rm in}$. Find the leading error of $B[v_{\rm in}]+D[n_{\rm out}]$. Can it vanish?

**Solution.** Here $\delta v=K\delta n_{\rm in}$ to first order, while the density in $D$ deviates by $\delta n_{\rm out}=\delta n_{\rm in}+R$. Equation (7) becomes

$$B[v_{\rm in}]+D[n_{\rm out}]-E_0
=\langle n_0,K(\delta n_{\rm in}-\delta n_{\rm out})\rangle+\cdots
=-\langle Kn_0,R\rangle+\text{second order}. \tag{8}$$

The last step uses the symmetry of $K$. For Hartree plus Dirac exchange, the Hartree kernel acting on $n_0$ gives $v_{\rm H}$. The exchange kernel is local, with $dv_{\rm x}/dn=v_{\rm x}/(3n)$, and gives $v_{\rm x}/3$. Thus

$$Kn_0=v_{\rm H}[n_0]+\tfrac13v_{\rm x}[n_0]. \tag{9}$$

The error is linear in the residual. I call this combination the naive energy.

The linear term can vanish for a particular $R$ orthogonal to $Kn_0$. It vanishes for every $R$ if $Kn_0$ is constant, since $\int R\,d^3r=0$. A uniform electron gas with a neutralizing background, taken in a periodic cell with closed shells so that the gap assumption holds, is such a case: translation invariance makes $Kn_0$ constant. In a neutral atom $Kn_0$ is not constant: far from the nucleus $v_{\rm H}$ falls as $N/r$, while $v_{\rm x}$ decays exponentially with the density.

It remains to check that a residual with nonzero overlap can occur. To first order,

$$R=\chi K\delta n_{\rm in}-\delta n_{\rm in}=-(1-\chi K)\delta n_{\rm in}. \tag{10}$$

If $1-\chi K$ is invertible on density changes of zero total charge, any small residual of zero charge can be produced by a suitable input error. The linear error is then present for general input errors, though not for every individual one.

The Hartree part shows the origin of the error. Let $U(a,b)=\tfrac12\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|$, so that $E_{\rm H}[n]=U(n,n)$. The eigenvalue sum contains $2U(n_{\rm in},n_{\rm out})$, because output electrons move in the field of the input density. Subtracting the output or the input Hartree energy leaves, respectively,

$$2U(n_{\rm in},n_{\rm out})-U(n_{\rm out},n_{\rm out})=U(n_{\rm out},n_{\rm out})-2U(R,n_{\rm out}),$$

$$2U(n_{\rm in},n_{\rm out})-U(n_{\rm in},n_{\rm in})=U(n_{\rm out},n_{\rm out})-U(R,R).$$

Both follow by inserting $n_{\rm in}=n_{\rm out}-R$. The first choice misses the output repulsion by a term linear in $R$, the second by a quadratic one.

## (e) Which combination tolerates independent errors in $v$ and $n$?

Construct a functional $F[v,n]$ that equals $E_0$ at self-consistency and has no first-order error even when $\delta v$ and $\delta n$ are unrelated. Evaluate it for $v_{\rm in}$ with the input and with the output density.

**Solution.** In (2) the potential subtracted from the eigenvalue sum was recomputed from $n$. Subtract instead the potential that was actually used in the orbital equations:

$$F[v,n]=B[v]-\langle v-v_{\rm ext},n\rangle+E_{\rm Hx}[n]. \tag{11}$$

At $(v_0,n_0)$ this is $B[v_0]+D[n_0]=E_0$. Using (4), its derivatives are

$$\frac{\delta F}{\delta v}=n_{\rm out}[v]-n,\qquad
\frac{\delta F}{\delta n}=v_{\rm ext}+v_{\rm Hx}[n]-v. \tag{12}$$

Setting them to zero gives the two self-consistency conditions. The functional is therefore stationary in $v$ and $n$ separately, and neither first-order error contributes.

With $n=n_{\rm in}$, the difference $v_{\rm in}-v_{\rm ext}$ is $v_{\rm Hx}[n_{\rm in}]$, and

$$F[v_{\rm in},n_{\rm in}]=B[v_{\rm in}]+D[n_{\rm in}]. \tag{13}$$

This is the Harris–Foulkes energy. With $n=n_{\rm out}$, equation (1) turns (11) into

$$F[v_{\rm in},n_{\rm out}]=T[v_{\rm in}]+\langle v_{\rm ext},n_{\rm out}\rangle+E_{\rm Hx}[n_{\rm out}]. \tag{14}$$

This is the Kohn–Sham energy evaluated with the output orbitals. Output quantities are thus not harmful in themselves. The naive energy differs from (14) because it subtracts $\langle v_{\rm Hx}[n_{\rm out}],n_{\rm out}\rangle$, although the eigenvalues contain $\langle v_{\rm Hx}[n_{\rm in}],n_{\rm out}\rangle$.

## (f) What errors remain in the stationary forms?

Find the second-order errors of (13) and (14), and of $F$ evaluated at the intermediate density $n_\lambda=n_{\rm in}+\lambda R$.

**Solution.** Collect the second-order terms of (11). The eigenvalue sum supplies the $\chi$ term from (5), the product supplies $-\langle\delta v,\delta n\rangle$, and the expansion of $E_{\rm Hx}$ supplies the $K$ term:

$$F-E_0=\tfrac12\langle\delta v,\chi\delta v\rangle-\langle\delta v,\delta n\rangle+\tfrac12\langle\delta n,K\delta n\rangle+\text{third order}. \tag{15}$$

Second-order parts of $\delta v$ or $\delta n$ do not alter this result at second order, because the first derivatives of $F$ vanish at the expansion point.

For the Harris–Foulkes energy, put $\delta n=\delta n_{\rm in}$ and $\delta v=K\delta n_{\rm in}$. The last two terms combine to $-\tfrac12\langle\delta n_{\rm in},K\delta n_{\rm in}\rangle$, so with (10)

$$F[v_{\rm in},n_{\rm in}]-E_0\simeq\tfrac12\langle K\delta n_{\rm in},\chi K\delta n_{\rm in}-\delta n_{\rm in}\rangle
=\tfrac12\langle\delta n_{\rm in},KR\rangle. \tag{16}$$

For the intermediate density, the potential is unchanged and the $\chi$ term is the same. With $\delta n=\delta n_{\rm in}+\lambda R$, the terms linear in $\lambda$ are

$$-\lambda\langle K\delta n_{\rm in},R\rangle+\lambda\langle\delta n_{\rm in},KR\rangle=0,$$

by the symmetry of $K$. The quadratic term survives:

$$F[v_{\rm in},n_\lambda]-E_0\simeq\tfrac12\langle\delta n_{\rm in},KR\rangle+\tfrac{\lambda^2}{2}\langle R,KR\rangle. \tag{17}$$

At $\lambda=1$, using $\delta n_{\rm in}+R=\delta n_{\rm out}$, this becomes the error of (14):

$$F[v_{\rm in},n_{\rm out}]-E_0\simeq\tfrac12\langle\delta n_{\rm out},KR\rangle. \tag{18}$$

By contrast, (7) gives $B[v_{\rm in}]+D[n_\lambda]$ the first-order error $-\lambda\langle Kn_0,R\rangle$. Stationarity alone fixes no sign for (16) or (18). The output energy has a separate argument: (14) is the Kohn–Sham energy of orthonormal orbitals with the fixed occupations, so it cannot lie below $E_0$ when the self-consistent solution minimizes that functional. No such argument applies to the Harris–Foulkes energy, which is not claimed here as a bound.

## (g) How large are the errors in a fluorine atom?

Consider a nonrelativistic, spin-restricted, spherically averaged F atom in the configuration $1s^22s^22p^5$, with local Dirac exchange and no correlation. The input density has two electrons in a $1s$ Slater shell of exponent $9\,a_0^{-1}$ and seven in an $n=2$ shell of exponent $2.5\,a_0^{-1}$. One solution of the orbital equations gives, in hartree,

- $B[v_{\rm in}]=-50.6700$;
- $E_{\rm H}=50.9007$ for the input and $47.5097$ for the output density;
- $E_{\rm x}=-9.2182$ for the input and $-8.7254$ for the output density;
- $\langle v_{\rm Hx}[n_{\rm in}],n_{\rm out}\rangle=86.5290$.

The self-consistent energy of this model is $E_0=-98.4566$ hartree ($-2679.14$ eV). Calculate the three energies and their errors relative to $E_0$, then examine the orders of the errors.

**Solution.** From (3), the naive energy is

$$-50.6700-47.5097+\tfrac13(8.7254)=-95.2712\ \text{hartree}.$$

The Harris–Foulkes energy uses the input values in the same formula:

$$-50.6700-50.9007+\tfrac13(9.2182)=-98.4980\ \text{hartree}.$$

The Kohn–Sham output energy follows from (11):

$$-50.6700-86.5290+47.5097-8.7254=-98.4147\ \text{hartree}.$$

The errors are $+3.19$, $-0.0413$ and $+0.0419$ hartree, or $+86.7$, $-1.13$ and $+1.14$ eV. The same orbital solution supplies all three energies. The naive value exceeds the Harris–Foulkes value by $3.227$ hartree. Of this, $50.9007-47.5097=3.391$ hartree comes from the Hartree terms, and the exchange terms contribute $-0.164$ hartree.

To test the orders, start from $n_{\rm in}=n_0+s(n_{\rm crude}-n_0)$, where $n_{\rm crude}$ is the Slater-shell density. At $s=0.02$ and $s=0.01$ the errors in hartree are

| $s$ | Naive | Harris–Foulkes | Output |
|---:|---:|---:|---:|
| 0.02 | $6.128\times10^{-2}$ | $-1.824\times10^{-5}$ | $1.486\times10^{-5}$ |
| 0.01 | $3.062\times10^{-2}$ | $-4.560\times10^{-6}$ | $3.706\times10^{-6}$ |

Halving $s$ divides the errors by $2.001$, $4.000$ and $4.009$, as expected for one linear and two quadratic errors.

The coefficients can also be calculated from (8), (16) and (18), with $\chi$ obtained from a sum over unperturbed states. The result is $3.06025\,s$ for the naive error, $-0.04561\,s^2$ for Harris–Foulkes and $0.03698\,s^2$ for the output energy, in hartree. Finite differences of the computed energies agree with these to all printed digits.

Equation (17) links the last two coefficients. Their difference, $0.03698+0.04561=0.08259$, is $\tfrac12\langle R,KR\rangle/s^2$. At $\lambda=\tfrac12$ the predicted coefficient is $-0.04561+\tfrac14(0.08259)=-0.02496$, which is also the value found by finite differences. Using this half-way density in $B+D$ instead leaves a linear error of $1.53012\,s$, half the naive one.

A further test gives $v$ and $n$ unrelated errors, $\delta v=s\,re^{-r}$ and $\delta n=s\,n_0(e^{-r}-c)$ in atomic units, with $c=\langle n_0,e^{-r}\rangle/N$ so that the charge is conserved. Then $B[v]+D[n]$ has a linear coefficient of $-8.90023$ hartree, in agreement with (7). The linear coefficient of $F[v,n]$ is numerically about $10^{-8}$ hartree or smaller, depending on grid and difference step, and so compatible with zero, and its quadratic coefficient is $1.67587$ hartree, the value that (15) predicts.

## (h) What does this mean for stopping a self-consistent calculation?

Start again from the crude density and add 30% of $R$ to the input density after each iteration. Compare the convergence of the three energies.

**Solution.** Measure the residual by $\int|R|\,d^3r$. At iteration 15 it is $5.03\times10^{-3}$ electrons; the last digit depends on the radial grid, which can shift the value by about $1\times10^{-5}$. The naive error is then $1.2262\times10^{-3}$ hartree, while the Harris–Foulkes and output errors are $-2.85\times10^{-7}$ and $2.71\times10^{-8}$ hartree. The linear term $-\langle v_{\rm H}+v_{\rm x}/3,R\rangle$, evaluated with the self-consistent potentials, predicts a naive error of $1.2259\times10^{-3}$ hartree. Almost all of that error is therefore the first-order term of (8).

The errors remain below $10^{-6}$ hartree from iteration 32 onward for the naive energy, from iteration 14 for Harris–Foulkes, and from iteration 11 for the output energy. These counts belong to this atom, starting density and mixing factor. The general consequence is the scaling: for a fixed shape of density error, reducing the energy error a hundredfold requires a hundredfold smaller residual in the naive form, but about a tenfold smaller one in a stationary form.

In this run the output energy reaches the threshold three iterations before Harris–Foulkes. Its error does not decay at a higher rate: at iterations 5, 10, 15, 20 and 25 its magnitude is $0.098$, $0.095$, $0.095$, $0.099$ and $0.11$ times that of the Harris–Foulkes error. By (16) and (18), the ratio of their errors is $\langle\delta n_{\rm out},KR\rangle/\langle\delta n_{\rm in},KR\rangle$ at leading order. At iteration 15 the errors quoted above give a ratio of about $-0.10$; by iteration 30 the same expression gives about $-0.13$. This depends on the density error that remains, so it does not establish a general ranking of the two forms.

A small energy error in a stationary form does not imply an equally small density error. Properties that are linear in the density can still have first-order errors, so their convergence needs a separate check. Stationarity also leaves untouched the errors of the exchange model, the missing correlation and the numerical grid: all errors quoted here are relative to the self-consistent energy of the same model.

## Table of computed values

```
F atom, 1s2 2s2 2p5, local exchange only
Z = 9, r_max = 16 bohr, interior nodes = 63
crude exponents = 9.0, 2.5 1/bohr; mixing = 0.3
self-consistent energy E0 = -98.456607 Ha = -2679.141 eV
kinetic energy = 98.456607 Ha; E0 + T = 6.4e-10 Ha
eigenvalue sum = -52.123753 Ha
Hartree energy = 49.316448 Ha
exchange energy = -8.950780 Ha
eigenvalues 1s, 2s, 2p = -24.12008, -1.03296, -0.36353 Ha
Controlled error: s, naive, Harris, KS-output errors (Ha)
  0.08  +2.461e-01  -2.917e-04  +2.408e-04
  0.04  +1.227e-01  -7.295e-05  +5.969e-05
  0.02  +6.128e-02  -1.824e-05  +1.486e-05
  0.01  +3.062e-02  -4.560e-06  +3.706e-06
error ratios s=0.02 to 0.01: 2.001, 4.000, 4.009
Coefficients (Ha): finite difference | linear response
  naive, s^1:             +3.06025 | +3.06025
  naive, half-way n, s^1: +1.53012 | +1.53012
  Harris, s^2:            -0.04561 | -0.04561
  KS-output, s^2:         +0.03698 | +0.03698
  F, half-way n, s^2:     -0.02496 | -0.02496
Unrelated errors in v and n (Ha)
  B + D[n], s^1:          -8.90023 | -8.90023
  F[v,n], s^2:            +1.67587 | +1.67587
  F[v,n], s^1 (measured): +1.2e-08
SCF: iteration, residual (electrons), naive, Harris, KS errors (Ha)
   1 1.57e+00 +3.19e+00 -4.13e-02 +4.19e-02
   3 5.38e-01 +3.34e-01 -4.09e-03 +5.44e-04
   5 2.40e-01 +8.38e-02 -8.17e-04 +7.99e-05
  10 3.41e-02 +9.44e-03 -1.53e-05 +1.45e-06
  15 5.02e-03 +1.23e-03 -2.85e-07 +2.71e-08
  20 7.63e-04 +1.54e-04 -5.28e-09 +5.21e-10
  25 1.19e-04 +1.81e-05 -9.22e-11 +1.04e-11
iteration 1 errors in eV: +86.6797, -1.1251, +1.1402
iteration 15: naive error +1.2262e-03 Ha, estimate from R +1.2259e-03 Ha
Iteration 1 components (Ha)
  eigenvalue sum = -50.669976
  Hartree in, out = 50.900716, 47.509669
  exchange in, out = -9.218213, -8.725367
  int v_Hx[n_in] n_out = 86.529032
  naive, Harris, KS = -95.271188, -98.497954, -98.414706
iterations to stay within 1e-06 Ha: naive 32, Harris 14, KS 11
```
